Maxwell's spreading resistance of a circular constriction between two half-spaces

**Theorem.** Two half-spaces of the same uniform, isotropic resistivity ρ meet at the plane z = 0. The plane is a thin perfect insulator except for an open disc of radius a. If the potential tends to +V/2 far above the plane and to −V/2 far below it, the steady current I through the disc gives the resistance

R = V/I = ρ/(2a).

Each half-space contributes ρ/(4a).

**Assumptions.** The current obeys the local form of Ohm's law, which requires a mean free path l much smaller than a. The electrodes are much farther from the disc than a. The disc adds no barrier or scattering of its own, ρ is not changed by heating, and there is no magnetic field. The potential is bounded and the dissipated power is finite.

**Conventions.** The algebra uses atomic units, e = ħ = m = 1. V is an electric potential difference, and I is the conventional current, positive from top to bottom. The distance from the z axis is r, and the distance from the centre of the disc is D = √(r² + z²).

The dependence on 1/a can be anticipated. Most of the potential drop occurs over a length of order a, where the current occupies an area of order a². Length divided by area gives 1/a. The factor 1/2 requires the solution of the field problem.

**1. The boundary problem**

Ohm's law is j = −∇φ/ρ, where φ is the potential. In a steady state ∇·j = 0, and since ρ is uniform,

∇²φ = 0.

On both faces of the insulator the normal current vanishes, so ∂φ/∂z = 0 for z = 0 and r > a. Across the open disc φ and ∂φ/∂z are continuous.

**Lemma 1 (uniqueness).** These conditions and the two far potentials determine φ.

Proof. Let w be the difference of two solutions. It is harmonic, has zero normal derivative on the insulator, and tends to zero far away on both sides. Cut out a thin tube of radius ε around the edge of the disc and integrate ∇·(w∇w) = |∇w|² over the remaining volume inside a large sphere. The divergence theorem gives

∫ |∇w|² dV = ∮ w ∂w/∂n dS.

The insulator contributes nothing. The sphere and the tube remain.

Consider the upper half-space beyond D = a. Because ∂w/∂z = 0 on the plane there, w can be continued evenly through the plane as a harmonic function. A harmonic function outside a sphere that tends to zero has an expansion in decaying multipoles, so w is at most of order 1/D and its gradient at most of order 1/D². The same holds below. The surface term on the sphere is therefore at most of order D²·D⁻¹·D⁻² = D⁻¹, and it vanishes as D grows.

On the tube let |w| ≤ M and let P(ε) be the integral of |∇w|² over its surface. The tube area is at most of order aε. By the Cauchy–Schwarz inequality,

|∮ w ∂w/∂n dS| ≤ M √(area · P(ε)),

which is at most of order M√(a ε P(ε)). Finite dissipation means that P(ε) is integrable down to ε = 0. Hence εP(ε) tends to zero along some sequence of radii; otherwise P would exceed a positive constant times 1/ε near zero, which is not integrable. The tube term vanishes along that sequence.

Thus ∇w = 0 throughout the connected conductor. The constant w is zero because its far value is zero. ∎

**Lemma 2 (reduction to one side).** The potential is odd in z, and it vanishes on the disc.

Proof. If φ(r,z) is a solution, so is −φ(r,−z): reflection exchanges the far potentials, and the change of sign restores them. By Lemma 1 the two are equal. Setting z = 0 on the disc gives φ = −φ, hence φ = 0. ∎

Above the plane write

φ = V/2 − u.

The function u is harmonic and satisfies

u = V/2 on the disc,
∂u/∂z = 0 on the insulator,
u → 0 far away.

Conversely, such a u gives the full potential by odd reflection. The potential is then zero on both faces of the disc, and ∂φ/∂z is even in z, so the normal current is continuous.

**2. Coordinates fitted to the disc**

For the upper half-space define ξ ≥ 0 and 0 ≤ s ≤ 1 by

z = a ξ s,
r = a √(1+ξ²) √(1−s²).

At ξ = 0 one has z = 0 and r ≤ a, which is the disc. At s = 0 one has z = 0 and r ≥ a, which is the insulator. For ξ > 0, elimination of s gives

r²/[a²(1+ξ²)] + z²/(a²ξ²) = 1.

A surface of constant ξ is thus half of a flattened spheroid. For a given point with z > 0 the left side falls steadily from infinity to zero as ξ rises, so each point has one value of ξ. Multiplying out the fractions gives

a²ξ⁴ − (r² + z² − a²) ξ² − z² = 0.

With q = r² + z² − a², the non-negative root is

ξ² = [q + √(q² + 4a²z²)]/(2a²).

For z > 0 this is positive and smooth in r² and z, so a smooth function of ξ has no hidden source on the axis.

**Lemma 3.** The coordinates are orthogonal, and a potential u(ξ) is harmonic if

d/dξ [(1+ξ²) du/dξ] = 0.

Proof. The derivatives of the position are

∂r/∂ξ = aξ √(1−s²)/√(1+ξ²),
∂z/∂ξ = as,
∂r/∂s = −as √(1+ξ²)/√(1−s²),
∂z/∂s = aξ.

The scalar product of the two tangent vectors is −a²ξs + a²ξs = 0. Their squared lengths are

h_ξ² = a²[ξ²(1−s²) + s²(1+ξ²)]/(1+ξ²)
= a²(ξ²+s²)/(1+ξ²),

h_s² = a²[s²(1+ξ²) + ξ²(1−s²)]/(1−s²)
= a²(ξ²+s²)/(1−s²).

For rotation through an azimuth α the length factor is h_α = r. The flux of −∇u through the surface element ds dα is

−(1/h_ξ)(du/dξ) h_s h_α ds dα.

The common factor ξ²+s² cancels from h_s/h_ξ, leaving

h_s h_α/h_ξ = [√(1+ξ²)/√(1−s²)] · a√(1+ξ²)√(1−s²)
= a(1+ξ²).

Since u does not vary with s or α, no flux leaves through the side faces of a small cell. Zero net flux requires (1+ξ²)du/dξ to be the same on its two ξ faces. ∎

**3. Potential and resistance**

**Lemma 4.** Above the plane,

u = (V/π)(π/2 − arctan ξ).

Proof. Lemma 3 gives (1+ξ²)du/dξ = −C with a constant C. Integration, with u → 0 as ξ → ∞, yields

u = C(π/2 − arctan ξ).

The value V/2 at ξ = 0 requires Cπ/2 = V/2, so C = V/π. On the insulator the normal derivative is (1/h_s)∂u/∂s, which is zero because u is independent of s and h_s = aξ is nonzero for r > a.

The dissipation must also be finite for Lemma 1 to apply. The volume element is h_ξh_sh_α dξ ds dα, so

∫ |∇u|² dV = ∫ (du/dξ)² a(1+ξ²) dξ ds dα
= 2πa (V/π)² ∫₀^∞ dξ/(1+ξ²)
= aV².

This is finite, and u is bounded. All conditions hold. ∎

**Proof of the theorem.** The downward current density at the disc is

j = (1/ρ)∂φ/∂z = −(1/ρ)∂u/∂z.

The first sign is positive because the downward direction is −z; the second follows from φ = V/2 − u. At ξ = 0 the normal length factor is h_ξ = as, and du/dξ = −V/π. There s = √(1−r²/a²), hence

j(r) = V/(πρas) = V/[πρ√(a²−r²)].

The current inside radius r is

I(r) = ∫₀^r 2πr′ j(r′) dr′
= (2V/ρ) ∫₀^r r′ dr′/√(a²−r′²)
= (2V/ρ)[a − √(a²−r²)].

At r = a this gives I = 2aV/ρ, and therefore V/I = ρ/(2a). The drop from the upper far region to the disc is V/2 at the same current, so one side contributes ρ/(4a). ∎

**Remark (two other routes to the current).** Far away, ξ ≈ D/a and π/2 − arctan ξ ≈ 1/ξ, so u ≈ Va/(πD). The current flowing inward through a large hemisphere is

2πD² · (1/ρ) · Va/(πD²) = 2aV/ρ.

The power gives the same answer. Lemma 4 assigns aV²/ρ to the upper side and, by symmetry, aV²/ρ to the lower. The sum 2aV²/ρ must equal V²/R, so R = ρ/(2a).

**4. Where the current and the potential drop are**

Dividing I(r) by the total current gives

I(r)/I = 1 − √(1−r²/a²).

Half the current lies inside the radius for which √(1−r²/a²) = 1/2, namely r = (√3/2)a. The outer ring beyond this radius has one quarter of the area but carries half the current.

At the centre j(0) = V/(πρa). The mean density is I/(πa²) = 2V/(πρa), so the central density is half the mean. At the edge j diverges as an inverse square root in the continuum model. The divergence is integrable and leaves the total current and power finite, but a local law cannot describe the profile within about one mean free path of the edge.

The drop between the spheroid ξ above the plane and its mirror image below is V − 2u. Its share of the total is

(V − 2u)/V = (2/π) arctan ξ.

These spheroids are equipotentials. If electrodes are placed on them, the resistance is

R(ξ) = (ρ/πa) arctan ξ.

For large ξ, arctan ξ ≈ π/2 − 1/ξ, and thus

R(ξ) ≈ ρ/(2a) − ρ/(πaξ).

Bringing such electrodes to a distance b = aξ lowers the resistance by about 2a/(πb), relative to ρ/(2a). The approach to the half-space value is slow. For conductors bounded by side walls or confined to a thin film, this estimate does not apply, because the insulating boundary has changed and a new field problem must be solved.

**5. Two different metals**

**Corollary.** If the upper and lower half-spaces have resistivities ρ₁ and ρ₂, and their interface in the disc adds no resistance, then

R = (ρ₁+ρ₂)/(4a).

Proof. Measure φ in each metal from its equilibrium value. The constant contact potential between the metals then drops out, V is the applied potential difference, and φ is continuous across the disc. Try a constant potential on the disc, with drops V₁ above and V₂ below, V₁ + V₂ = V. The solution on each side is that of Lemma 4 with V/2 replaced by V₁ or V₂. The current densities are

j₁(r) = 2V₁/[πρ₁√(a²−r²)],
j₂(r) = 2V₂/[πρ₂√(a²−r²)].

They have the same dependence on r, so the single condition V₁/ρ₁ = V₂/ρ₂ makes the normal current continuous at every point of the disc. The trial potential therefore satisfies all conditions. It is the unique solution: the proof of Lemma 1 carries over if |∇w|² is weighted by the local 1/ρ, since the normal current is continuous across the disc. Integration gives I = 4aV₁/ρ₁ = 4aV₂/ρ₂. Hence

V = V₁ + V₂ = I(ρ₁+ρ₂)/(4a). ∎

For ρ₁ = ρ₂ = ρ the theorem returns. If ρ₂ is negligible, R tends to ρ₁/(4a): an excellent conductor on one side removes its own half of the resistance but not the spreading resistance of the other. The proof uses the local law in both metals, so it covers the case in which both mean free paths are much smaller than a. If the mean free path in the better conductor is long, the local law fails on that side, which then adds a term on the scale of the ballistic resistance of section 6. For similar Fermi wave numbers this term is a fraction of order l₁/a of ρ₁/(4a), where l₁ is the mean free path in the poorer conductor, so the limit still holds approximately when l₁ ≪ a. A resistive interface layer would in general make the potential just above it depend on r, and the proof would no longer hold.

**6. The ballistic limit and the condition on l**

The diffusive formula contains l through ρ. To compare it with the opposite limit, take a free-electron metal with Fermi wave number k_F and relaxation time τ = l/k_F, since the Fermi speed is k_F in atomic units.

A force F displaces the Fermi sphere by Fτ in the steady state. The electron density, including two spins, is

n = 2(4πk_F³/3)/(2π)³ = k_F³/(3π²).

The particle current density is nFτ. An electron has charge −1, so the force is opposite to the electric field and the charge current is opposite to the particle current. The two signs cancel, giving

1/ρ = nτ = k_F² l/(3π²).

Now suppose instead that electrons cross the opening without scattering, with l ≫ a and k_F a ≫ 1. A small V fills an extra energy shell of width V on one side. Let Δk be its width in wave number and μ the cosine of the angle to the normal. The particle flux toward the opening per unit area is

[2/(2π)³] · 2π ∫₀¹ μ dμ · k_F³ Δk
= k_F³ Δk/(4π²).

The factor k_F³ combines the speed k_F with the k_F² of the shell volume, and the angular integral is 1/2. Since V = k_F Δk, the flux is k_F²V/(4π²). Multiplication by the area πa² gives the current k_F²a²V/(4π), so

R_b = 4π/(k_F²a²).

This ballistic resistance does not depend on l and varies as 1/a². Its ratio to the diffusive result is

R_b/R = [4π/(k_F²a²)] · 2a · [k_F²l/(3π²)]
= 8l/(3πa).

The wave number cancels. The diffusive formula requires this ratio to be small. The two expressions are equal at l = 3πa/8, about 1.2a, where neither limiting derivation applies. The ratio sets the size of the neglected effect when l/a is small; it has not been derived here as an exact correction to add to R.

**7. A worked example**

The formula needs just ρ and a, so round model parameters suffice. Consider a disordered free-electron metal with Fermi energy 5 eV, mean free path 10 Å, opening radius 200 Å, and a potential difference V whose product with e is 0.001 eV. Lengths are in Å, and the constants e and ħ are restored in the units.

The Fermi energy corresponds to k_F = 1.1456 Å⁻¹. The resistivity is

ρ = 3π²/(k_F² l)
= 29.609/(1.1456² × 10)
= 2.256 ħÅ/e².

The spreading resistance follows:

R = 2.256/(2 × 200)
= 0.00564 ħ/e²
= 23.2 ohm.

Each side supplies 0.00282 ħ/e². The current is

I = 0.001/0.0056405
= 0.177 e·eV/ħ.

Half of this current passes inside r = 0.8660 × 200 = 173.2 Å. The remaining half crosses a rim only 26.8 Å wide.

For 90% of the potential drop, (2/π)arctan ξ = 0.9, so ξ = tan(0.45π) = 6.314. On the axis s = 1 and z = aξ, which gives a depth of about 1263 Å on each side. Conductors only a few hundred ångström deep would therefore not justify the half-space result for this opening.

The ballistic ratio is

R_b/R = 8 × 10/(3π × 200) = 0.042.

The diffusive description is reasonable, but the neglected effect is expected at the level of a few percent of R. A few percent of 23 ohm is about 1 ohm, so the second digit is already uncertain as a prediction for the metal. Further digits serve only to compare calculations within the same continuum model.

The local profile is more sensitive than this ratio may suggest. According to the continuum formula, the fraction of current within one mean free path of the edge is

√[1 − (1 − 0.05)²] = √0.0975 = 0.31.

Nearly a third of the current thus crosses a region where the local profile is unreliable. This fraction is not the error of the resistance. For small l/a it falls as √(2l/a), more slowly than the ballistic ratio.

**8. An independent calculation of the disc current**

The resistance can also be found without spheroidal coordinates. A small current dI′ entering the disc from the upper side acts, for u, as a point source on an insulating plane. Its flux spreads over a hemisphere of area 2πd² at distance d, so it contributes ρ dI′/(2πd) to u. The unknown density j must therefore satisfy

(ρ/2π) ∫ j(r′) dS′/|r−r′| = V/2

at every point r of the disc; here r and r′ inside the distance denote positions in the plane.

Divide the disc into concentric rings with boundaries at r = a sin θ for equally spaced θ from 0 to π/2, so that they narrow toward the edge, and take a constant current density in each. Requiring the equation to hold at one radius in every ring gives a linear system for the densities. Neither the inverse-square-root profile nor the value ρ/(2a) enters the equations, although the spacing of the rings is chosen to resolve the edge.

With 100 rings the resistance exceeds ρ/(2a) by 2.4 × 10⁻⁵, relative to that formula; with 400 rings the excess is 1.5 × 10⁻⁶. Four times as many rings thus reduce the error by a factor of about 16, as an error proportional to the inverse square of the ring number would do. Two resolutions suggest this rate but do not prove it. The rate depends on the grading: rings of equal width give excesses of 1.75 × 10⁻³ and 4.4 × 10⁻⁴, a factor of 4, because they resolve the edge divergence poorly.

The solution with 400 rings also gives a half-current radius of 173.2 Å, a central density of 0.500 times the mean, and a drop fraction of 0.900 at the axial depth found above. These results test the current profile and the potential away from the disc as well as the total resistance. They do not test Ohm's law near the edge, which both calculations assume. The values are listed in the numerical output below.

Numbers as computed

```
Fermi energy: 5.0 eV
Mean free path l: 10.0 angstrom
Opening radius a: 200.0 angstrom
Potential difference times e: 0.0010 eV
Fermi wave number: 1.14558 1/angstrom
Resistivity rho: 2.25618 hbar*angstrom/e^2
Maxwell resistance: 0.0056405 hbar/e^2
Maxwell resistance: 23.1723 ohm
One-side resistance: 0.0028202 hbar/e^2
Current from formula: 0.177291 e*eV/hbar
Current through hemisphere: 0.177291 e*eV/hbar
Resistance, 100 rings: 0.0056406 hbar/e^2
Resistance, 400 rings: 0.0056405 hbar/e^2
Relative error, 100 rings: 2.44e-05
Relative error, 400 rings: 1.53e-06
Half-current radius, formula: 173.205 angstrom
Half-current radius, rings: 173.205 angstrom
Central/mean current density, rings: 0.50000
Axial depth for 90% of drop: 1262.75 angstrom
Drop fraction at that depth, rings: 0.90000
Mean free path / radius: 0.0500
Ballistic resistance scale: 0.0002394 hbar/e^2
Ballistic / Maxwell resistance: 0.04244
```
